# Mean Radius of a Dirac Electron in a Coulomb Field, part 1

(Sections cited here and not found follow in the second part.)

## First half. From nodeless orbitals to the apparent quantum number

### The situation

Remove all electrons but one from an atom with nuclear charge $Z=80$. The Schrödinger ground state of the remaining electron is proportional to $e^{-Zr}$, with $r$ in bohr, and its mean radius is $3/(2Z)$. The gradient of this wavefunction has magnitude $Z$ times the wavefunction itself, so the mean square momentum is $Z^2$ in atomic units. The corresponding speed is $Z\alpha$ times the speed of light, where $\alpha$ is the fine-structure constant. For $Z=80$ this is about $0.58$. A nonrelativistic theory that predicts such a speed has left its domain, and its radius can no longer be trusted. How large is the orbital when the electron obeys the Dirac equation?

The model is one electron in the field of a point nucleus at rest. There are no other electrons, no nuclear recoil and no radiative corrections. During the derivation $\hbar=m=c=1$, so the unit of length is $\hbar/(mc)$, which equals $\alpha$ bohr. The potential is

$$V(r)=-\frac{\zeta}{r},\qquad \zeta=Z\alpha .$$

The energy $E$ includes the rest energy, so a weakly bound electron has $E$ slightly below 1.

### From the Dirac equation to two radial equations

In two-component blocks the Dirac Hamiltonian is

$$H=\begin{pmatrix}V+1&\boldsymbol\sigma\cdot\mathbf p\\ \boldsymbol\sigma\cdot\mathbf p&V-1\end{pmatrix}.$$

To separate the angles, write $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$. Since $\sigma_r^2=1$, we may insert $\sigma_r\sigma_r$ in front of $\boldsymbol\sigma\cdot\mathbf p$ and use the product rule of the Pauli matrices:

$$\boldsymbol\sigma\cdot\mathbf p=\sigma_r\left[\hat{\mathbf r}\cdot\mathbf p+i\boldsymbol\sigma\cdot(\hat{\mathbf r}\times\mathbf p)\right]
=-i\sigma_r\left(\frac{\partial}{\partial r}-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right).$$

The angular functions $\chi_\kappa$ combine orbital angular momentum $l$ and spin to total angular momentum $j$. On them $\boldsymbol\sigma\cdot\mathbf L=j(j+1)-l(l+1)-\tfrac34$. This equals $l$ for $j=l+\tfrac12$ and $-(l+1)$ for $j=l-\tfrac12$. Both cases are covered by

$$\boldsymbol\sigma\cdot\mathbf L\,\chi_\kappa=-(\kappa+1)\chi_\kappa,$$

if $\kappa=-(l+1)$ in the first case and $\kappa=l$ in the second. Thus $s_{1/2}$ has $\kappa=-1$, $p_{1/2}$ has $\kappa=1$ and $p_{3/2}$ has $\kappa=-2$. In either case $|\kappa|=j+\tfrac12$.

The operator $\sigma_r$ is invariant under joint rotations of space and spin, and it changes parity. It therefore preserves $j$ and its projection while exchanging the two possible values of $l$, which means that it exchanges $\kappa$ and $-\kappa$. We choose the phase so that $\sigma_r\chi_\kappa=-\chi_{-\kappa}$. Let

$$\psi=\frac1r\begin{pmatrix}P(r)\chi_\kappa\\ iQ(r)\chi_{-\kappa}\end{pmatrix}.$$

For the upper component, the derivative of $P/r$ is $P'/r-P/r^2$, and the angular term adds $(\kappa+1)P/r^2$. The terms $\mp P/r^2$ cancel, so

$$\boldsymbol\sigma\cdot\mathbf p\,\frac{P}{r}\chi_\kappa=\frac{i}{r}\left(P'+\frac{\kappa}{r}P\right)\chi_{-\kappa}.$$

The same calculation for the lower component has $-\kappa$ in place of $\kappa$ and an additional factor $i$:

$$\boldsymbol\sigma\cdot\mathbf p\,\frac{iQ}{r}\chi_{-\kappa}=-\frac1r\left(Q'-\frac{\kappa}{r}Q\right)\chi_\kappa.$$

Equating the components of $H\psi$ and $E\psi$ gives

$$P'=-\frac{\kappa}{r}P+\left(1+E+\frac{\zeta}{r}\right)Q,\tag{1}$$

$$Q'=\frac{\kappa}{r}Q+\left(1-E-\frac{\zeta}{r}\right)P.\tag{2}$$

The functions can be taken real. With normalized angular functions,

$$\int_0^\infty(P^2+Q^2)\,dr=1,\qquad \langle r\rangle=\int_0^\infty r(P^2+Q^2)\,dr.$$

### The simplest orbitals

We first try one power of $r$ and one exponential:

$$P=a\,r^\gamma e^{-\lambda r},\qquad Q=b\,r^\gamma e^{-\lambda r}.$$

Substitution in (1) and (2) produces terms with $r^{\gamma-1}$ and terms with $r^\gamma$, and each power must balance separately. The lower power gives

$$(\gamma+\kappa)a=\zeta b,\qquad(\gamma-\kappa)b=-\zeta a.$$

Multiplying these equations and dividing by $ab$ gives $\gamma^2-\kappa^2=-\zeta^2$. The solution for which $P$ and $Q$ vanish at the origin has

$$\gamma=\sqrt{\kappa^2-\zeta^2}.\tag{3}$$

The higher power gives

$$-\lambda a=(1+E)b,\qquad -\lambda b=(1-E)a,$$

from which $\lambda^2=1-E^2$. A decaying function needs $\lambda>0$, hence $|E|<1$.

The two conditions on the ratio $b/a$ must agree:

$$\frac ba=\frac{\gamma+\kappa}{\zeta}=-\frac{\lambda}{1+E}.$$

The last expression is negative. Since $\gamma<|\kappa|$, the middle one is positive for $\kappa>0$ and negative for $\kappa<0$. A solution of this form therefore requires $\kappa<0$. In that case we square both expressions, using $\zeta^2=(|\kappa|-\gamma)(|\kappa|+\gamma)$ on the left and $\lambda^2=(1-E)(1+E)$ on the right:

$$\frac{|\kappa|-\gamma}{|\kappa|+\gamma}=\frac{1-E}{1+E}.$$

Cross-multiplication leaves $E=\gamma/|\kappa|$. Then $1-E^2=(\kappa^2-\gamma^2)/\kappa^2$, so $\lambda=\zeta/|\kappa|$.

Both components have the same radial shape, and the density is proportional to $r^{2\gamma}e^{-2\lambda r}$. For such a density an integration by parts gives

$$\int_0^\infty r^{2\gamma+1}e^{-2\lambda r}dr=\frac{2\gamma+1}{2\lambda}\int_0^\infty r^{2\gamma}e^{-2\lambda r}dr.$$

The mean radius is therefore $(2\gamma+1)/(2\lambda)$ in the present units. We insert $\lambda=\zeta/|\kappa|$ and multiply by $\alpha$ to convert to bohr:

$$\langle r\rangle=\frac{|\kappa|(2\gamma+1)}{2Z}\quad\text{bohr}\qquad(\kappa<0,\ \text{one power}).\tag{4}$$

### First limit and first numbers

Let $\zeta\to0$ at fixed $Z$, which means that the speed of light is made large compared with the electron speed. Then $\gamma\to|\kappa|=l+1$, and (4) becomes $(l+1)(2l+3)/(2Z)$. The nodeless Schrödinger orbital has the radial function $u=r^{l+1}e^{-Zr/n}$ with $n=l+1$. Its density $r^{2l+2}e^{-2Zr/n}$ has the mean radius $(2l+3)n/(2Z)$ by the same integration by parts. The two results agree.

The comparison also locates the relativistic effect. In bohr the Dirac decay constant is $\lambda/\alpha=Z/|\kappa|=Z/n$, the same as in Schrödinger theory. The contraction of a single-power orbital comes from the power of $r$: the factor $r^{2|\kappa|}$ in the radial density is replaced by $r^{2\gamma}$, which gives more weight to small distances.

For $Z=80$, $\zeta=0.583788$. The $1s$ orbital has $|\kappa|=1$ and

$$\gamma=\sqrt{1-0.583788^2}=0.811906.$$

Equation (4) gives

$$\langle r\rangle_{1s}=\frac{2(0.811906)+1}{160}=0.01640\ \text{bohr}.$$

The Schrödinger value is $3/160=0.01875$ bohr. The relativistic orbital is smaller by 12.5 per cent of the Schrödinger radius. In picometres the two radii are 0.868 and 0.992.

The small component is no longer negligible. Its share of the normalized density is $b^2/(a^2+b^2)$, and since $b^2/a^2=(1-E)/(1+E)$ this share equals $(1-E)/2$. For this orbital $E=\gamma$, and the share is about 9 per cent.

### Orbitals with more than one power

The single-power solution covers one state for each negative $\kappa$. For the others we keep the same behaviour at the origin and at infinity, and place power series between them:

$$P=r^\gamma e^{-\lambda r}\sum_{k=0}^{\infty}p_kr^k,\qquad
Q=r^\gamma e^{-\lambda r}\sum_{k=0}^{\infty}q_kr^k,$$

with $\lambda=\sqrt{1-E^2}$. The coefficients of $r^{\gamma-1}$ again give (3) and $(\gamma+\kappa)p_0=\zeta q_0$. For $k\ge1$, the coefficients of $r^{\gamma+k-1}$ give

$$(\gamma+k+\kappa)p_k-\zeta q_k=\lambda p_{k-1}+(1+E)q_{k-1},$$

$$\zeta p_k+(\gamma+k-\kappa)q_k=(1-E)p_{k-1}+\lambda q_{k-1}.$$

The two right-hand sides are proportional to each other. Define

$$u_k=\lambda p_k+(1+E)q_k,\qquad t=\frac{\lambda}{1+E}.$$

The first right-hand side is $u_{k-1}$. Because $\lambda t=(1-E^2)/(1+E)=1-E$, the second is $tu_{k-1}$. The determinant of the left-hand side is

$$D_k=(\gamma+k)^2-\kappa^2+\zeta^2=(\gamma+k)^2-\gamma^2=k(k+2\gamma),$$

which is positive for $k\ge1$. Solving the pair of equations gives

$$p_k=\frac{\gamma+k-\kappa+\zeta t}{D_k}u_{k-1},\qquad
q_k=\frac{(\gamma+k+\kappa)t-\zeta}{D_k}u_{k-1}.$$

We now form $u_k$ from these coefficients. Since $(1+E)t=\lambda$, the terms with $\kappa$ are $-\lambda\kappa$ and $+\lambda\kappa$ and cancel. The terms with $\zeta$ are $\zeta(1-E)-\zeta(1+E)=-2\zeta E$. Therefore

$$u_k=\frac{2[\lambda(\gamma+k)-\zeta E]}{k(k+2\gamma)}u_{k-1}.\tag{5}$$

Suppose that no $u_k$ vanishes. At large $k$ the ratio $u_k/u_{k-1}$ approaches $2\lambda/k$. Choose a number $\mu$ between $\lambda$ and $2\lambda$. Beyond some $k$ the ratio is larger than $\mu/k$, so the series for $\lambda P+(1+E)Q$ grows at least as fast as $e^{\mu r}$, apart from a constant factor and a polynomial. The prefactor $e^{-\lambda r}$ cannot compensate for this growth, and the solution is not normalizable. A bound state requires the series to end.

If $u_{n_r}=0$, all later $p_k$ and $q_k$ vanish, because they are proportional to earlier $u$'s. The case $u_0=0$ is the single-power solution found above and exists for $\kappa<0$. For termination at a later coefficient, (5) requires

$$\lambda(\gamma+n_r)=\zeta E,\qquad n_r=1,2,\ldots\tag{6}$$

The single-power solution also satisfies (6) with $n_r=0$, since $\lambda\gamma$ and $\zeta E$ both equal $\zeta\gamma/|\kappa|$. The allowed values are thus $n_r=0,1,2,\ldots$ for $\kappa<0$ and $n_r=1,2,\ldots$ for $\kappa>0$.

### The number $N$

Equation (6) shows that $E>0$. Squaring it and using $\lambda^2=1-E^2$ gives

$$E^2=\frac{(\gamma+n_r)^2}{(\gamma+n_r)^2+\zeta^2}.$$

The denominator suggests the definition

$$N=\sqrt{(\gamma+n_r)^2+\zeta^2}=\sqrt{n_r^2+2n_r\gamma+\kappa^2},\tag{7}$$

where $\gamma^2+\zeta^2=\kappa^2$ was used. The energy and the decay constant follow:

$$E=\frac{\gamma+n_r}{N},\qquad \lambda=\frac{\zeta}{N}.\tag{8}$$

In bohr the decay constant is $Z/N$. A Schrödinger orbital decays with $Z/n$. Judged by its exponential tail, the Dirac orbital behaves as if its principal quantum number were $N$, and for this reason $N$ is called the apparent principal quantum number.

For $\zeta\to0$, $\gamma\to|\kappa|$ and $N\to n_r+|\kappa|$. This integer is the usual principal quantum number $n$. From (8), $1-E^2=\zeta^2/N^2$, so at leading order $E-1=-\zeta^2/(2n^2)$. The atomic unit of energy is $\alpha^2$ in the present units, and the binding energy becomes the Schrödinger value $Z^2/(2n^2)$.

At finite $\zeta$, (7) can be written as

$$N^2=n^2-2n_r(|\kappa|-\gamma).\tag{9}$$

Hence $N=n$ for $n_r=0$ and $N<n$ for all others. For Dirac orbitals, "nodeless" here means $n_r=0$, where neither $P$ nor $Q$ has a node. A state with $\kappa>0$ is never nodeless in this sense: $Q/P$ is positive at the origin, where it equals $(\gamma+\kappa)/\zeta$, and tends to $-t$ at infinity because $u_{n_r}=0$, so one of the two components changes sign. For $2s$ at $Z=80$, $n_r=1$ and $N=\sqrt{2+2(0.811906)}=1.9036$. The $2p_{1/2}$ orbital has the same $|\kappa|$ and $n_r$, and therefore the same $N$ and energy. The $2p_{3/2}$ orbital has $n_r=0$ and $N=2$. An orbital with $n_r>0$ thus has a steeper exponential tail than its Schrödinger counterpart, in addition to the changed power at the origin. The mean radius must combine both effects.

## Second half. The mean radius for every bound state

### Symbols and results in use

The electron moves in the potential $-\zeta/r$, with $\zeta=Z\alpha$, in units $\hbar=m=c=1$. Its large and small radial functions $P$ and $Q$ obey

$$P'=-\frac{\kappa}{r}P+\left(1+E+\frac{\zeta}{r}\right)Q,\qquad
Q'=\frac{\kappa}{r}Q+\left(1-E-\frac{\zeta}{r}\right)P.$$

Here $\kappa=-(l+1)$ for $j=l+\frac12$ and $\kappa=l$ for $j=l-\frac12$, where $l$ belongs to the large component. Near the origin both functions behave as $r^\gamma$, with $\gamma=\sqrt{\kappa^2-\zeta^2}$. The radial number is $n_r=n-|\kappa|$, and

$$N^2=n_r^2+2n_r\gamma+\kappa^2,\qquad E=\frac{\gamma+n_r}{N},\qquad 1-E^2=\frac{\zeta^2}{N^2}.$$

For $n_r=0$, which requires $\kappa<0$, direct integration gave $\langle r\rangle=|\kappa|(2\gamma+1)/(2Z)$ in bohr.

This part has found the energy and the apparent principal quantum number $N$ of every bound state, and the mean radius of the nodeless orbitals. The mean radius of the orbitals with $n_r>0$ remains to be derived.
